Topping depolarisation in a square lattice of interface dipoles

**Problem**

A contact is covered by one layer of identical polar units on a square lattice of spacing a = 4 Å. Each unit is a point dipole normal to the surface, with polarisability volume α' = 5 Å³ along the normal. An isolated unit, already bound to the surface, has the normal moment p₀; this includes the effect of bonding, but not the field of the unit's own image in the contact. The layer is flat, infinite and regular, the response is linear, and images in the contact are at first left out.

(a) Find the field that the other dipoles produce at one site, including the lattice sum.

(b) Show that each moment is smaller than p₀ by a factor of about 1.7, and confirm the result from the energy.

(c) Find what happens if the dipoles lie parallel to each other in the plane.

(d) For p₀ = 0.5 D, find the local field and the potential energy step across the layer. How does the step respond to denser packing?

(e) Include images in a conducting contact, and estimate the effect of other departures from the model.

**Solution**

**(a) The field at one site**

Represent a dipole by charges +q and −q at heights +ℓ/2 and −ℓ/2, with p = qℓ. At a point in the plane z = 0, a distance r away, both charges are at the distance s = √(r² + ℓ²/4). The vector from the positive charge to this point has normal component −ℓ/2; from the negative charge it has +ℓ/2. Hence

E_z = [q(−ℓ/2) + (−q)(ℓ/2)]/(4πε₀s³) = −p/(4πε₀s³).

The in-plane components cancel. For ℓ much smaller than r,

E_z = −p/(4πε₀r³).

The minus sign is the origin of depolarisation: each dipole produces, at its neighbours, a field opposed to its own moment.

All sites are equivalent, so we seek a solution with equal moments p. A neighbour at (ia, ja) is at distance a√(i² + j²), and the total field is

E_loc = −Sp/(4πε₀a³),

S = Σ' (i² + j²)^(−3/2),

where the prime excludes i = j = 0.

The sum converges slowly, because the number of sites in a ring grows as r while each term falls as r⁻³. We therefore add the terms with |i|, |j| ≤ N directly and estimate the rest by an integral. Take a as the unit of length for this calculation. The sites left out fill, with their unit cells, the region outside a square of half-side L = N + 1/2.

Let f = r⁻³. Expand f about the centre of a unit cell and integrate over the cell. Odd terms vanish, and the mean square of each coordinate measured from the centre is 1/12. Thus

∫_cell f dA = f + ∇²f/24 + higher terms.

In two dimensions ∇²rⁿ = n²rⁿ⁻², so ∇²f = 9r⁻⁵. Summing over the outer cells, and replacing the sum of the small correction by its integral, gives

Σ_out r⁻³ ≈ ∫_out r⁻³ dA − (9/24) ∫_out r⁻⁵ dA.

One side of the square spans polar angles from −π/4 to π/4, where the boundary is at R = L/cos θ. The radial integrals are

∫_R^∞ r⁻³ r dr = 1/R = cos θ/L,

∫_R^∞ r⁻⁵ r dr = 1/(3R³) = cos³θ/(3L³).

Over this angular range, the integral of cos θ is √2 and that of cos³θ is 5√2/6. With four sides,

∫_out r⁻³ dA = 4√2/L,

∫_out r⁻⁵ dA = 10√2/(9L³).

Therefore

S ≈ Σ'_(|i|,|j|≤N) (i² + j²)^(−3/2) + 4√2/L − 5√2/(12L³).

For N = 1 there are four neighbours at distance 1 and four at √2:

S ≈ 4 + 4/2^(3/2) + 3.7712 − 0.1746 = 9.011.

For N = 2 we add four sites at distance 2, eight at √5 and four at √8. The direct sum becomes 6.8065, and

S ≈ 6.8065 + 2.2627 − 0.0377 = 9.032.

For N = 10 the result is 9.0336, which no longer changes at this precision when N is raised to 100. The four nearest neighbours contribute 4 of the total 9.03, so more than half of the field comes from farther away.

**(b) The self-consistent moment**

The polarisability in SI units is 4πε₀α'. The moment is the permanent part plus the part induced by the local field:

p = p₀ + 4πε₀α'E_loc = p₀ − (α'S/a³)p.

With

x = α'S/a³,

collecting the terms in p gives (1 + x)p = p₀, or

p = p₀/(1 + x).

For the given values, α'/a³ = 5/64 = 0.078125, so

x = 0.078125 × 9.0336 = 0.706,

p₀/p = 1 + x = 1.706.

Each dipole is thus reduced by a factor of about 1.7 and keeps 0.586 of its isolated moment.

The field must be calculated from the reduced moment p. Using p₀ there would give p/p₀ = 1 − x = 0.294, half the correct value. Keeping the nearest neighbours alone, with S = 4, would give a factor of 1.31.

Could there be another bounded solution, with unequal normal moments? Let dᵢ be the difference between two solutions at site i, and D the least upper bound of |dᵢ|. The permanent moments cancel in the difference, leaving

dᵢ = −α' Σ_(j≠i) dⱼ/rᵢⱼ³.

Hence |dᵢ| ≤ xD at every site, so D ≤ xD. Since x < 1 here, D must vanish: the uniform solution is the only bounded one.

The energy gives an independent derivation. Two parallel normal dipoles repel with energy p²/(4πε₀r³). Half of each pair energy belongs to each site. Changing the moment of a linear polarisable unit from p₀ to p costs (p − p₀)²/(8πε₀α'). The energy per site is therefore

U(p) = [p²S/a³ + (p − p₀)²/α']/(8πε₀).

Setting dU/dp = 0 gives

pS/a³ + (p − p₀)/α' = 0,

which is again (1 + x)p = p₀. The second derivative is positive, so this is a minimum. The layer lowers its repulsion by shrinking its dipoles until the cost of further deformation balances the gain.

At the minimum p₀ − p = xp, and x²/α' = xS/a³. Substitution gives

U = p²S(1 + x)/(8πε₀a³) = p₀pS/(8πε₀a³) = p₀|E_loc|/2.

A finite patch allows a comparison that does not assume equal moments. Solving the coupled equations for all dipoles gives p₀/p = 1.657 at the centre of a 17 × 17 patch and 1.680 for 33 × 33. The missing outer dipoles contribute a term that falls as 1/L, with L half the patch width. Linear extrapolation in 1/L gives 1.705, within 0.1% of the infinite-lattice result.

**(c) Dipoles in the plane**

The field of a dipole with moment vector **p** at separation **r** is

**E** = [3(**p**·**r**)**r**/r⁵ − **p**/r³]/(4πε₀).

Let **p** lie along the first lattice axis and write **r** = (r₁, r₂, 0). The field along **p** is p(3r₁² − r²)/(4πε₀r⁵). On the square lattice the sums of r₁²/r⁵ and r₂²/r⁵ are equal, and together they give the sum of r⁻³. Each is therefore S/2 in units of a⁻³, and

Σ' (3r₁² − r²)/r⁵ = (3/2 − 1)S/a³ = S/(2a³).

The transverse component, proportional to r₁r₂, cancels between r₂ and −r₂. The total field now points along the moment. If the in-plane polarisability volume is also α',

p = p₀ + (x/2)p, so p = p₀/(1 − x/2) = 1.545p₀.

Here p₀ is the isolated in-plane moment. The same neighbours that reduce a normal dipole enhance this one, so the factor of 1.7 belongs to the normal alignment. Extrapolated finite patches give an enhancement of 1.547.

For tilted, mutually parallel dipoles the two results apply separately. At a site in the plane, an in-plane moment produces no normal field and a normal moment produces no in-plane field. With isotropic polarisability, the normal component of a tilted moment is still divided by 1 + x.

**(d) Local field and potential step**

Averaged over the plane, the layer consists of two sheets with charge densities ±q/a², separated by ℓ. The field between them has magnitude q/(ε₀a²), so the potential changes by

ΔV = qℓ/(ε₀a²) = p/(ε₀a²).

The potential is higher on the side to which the moment points. Whether a given barrier is raised or lowered therefore depends on the orientation of the units.

With 1 D = 3.336 × 10⁻³⁰ C m, the step without depolarisation would be

ΔV₀ = (0.5 × 3.336 × 10⁻³⁰ C m)/(8.854 × 10⁻¹² F/m × 1.6 × 10⁻¹⁹ m²) = 1.177 V.

For one electron this is 1.177 eV. Depolarisation reduces the moment to 0.5/1.706 = 0.293 D and the step to

eΔV = 1.177 eV/1.706 = 0.690 eV.

The local field follows by combining the expressions for E_loc and ΔV:

|E_loc| = SΔV/(4πa) = 9.034 × 0.690 V/(4π × 0.4 nm) = 1.24 V/nm = 12.4 MV/cm.

The energy per site, p₀|E_loc|/2, is 6.5 meV, compared with kT = 25.7 meV at 298 K. The dipolar repulsion is thus too weak to impose a regular array against thermal motion, and it pushes the units apart. Other forces, such as bonding to the surface, must hold them in place.

For packing, let n = 1/a² be the number of units per area, with p₀ and α' held fixed. Then

ΔV = (p₀/ε₀) n/(1 + α'Sn^(3/2)).

Taking the logarithmic derivative gives

d ln ΔV/d ln n = 1 − (3/2)x/(1 + x).

When x is small, the step grows in proportion to n. Here the derivative is about 0.38, so a 1% rise in density raises the step by only about 0.38%. The model predicts a maximum at x = 2. It should not be trusted there. With isotropic polarisability, the uniform in-plane response p₀/(1 − x/2) diverges at the same point, and the layer becomes unstable even earlier, at x ≈ 1.77, towards in-plane rows of head-to-tail dipoles that alternate in direction. For this pattern the lattice sum that supports the moment is 5.10 in place of S/2 = 4.52, so the response diverges when 5.10α'/a³ = 1, that is at x = 9.03/5.10. Closely packed units are also no longer point dipoles.

In the other direction, a spacing of 5 Å reduces x by 64/125 and gives p₀/p = 1.36. The factor of 1.7 is therefore specific to the stated spacing and polarisability.

**(e) Images and other corrections**

Let the contact be a perfect conductor with its image plane a distance h below the dipoles. A charge +q at height h + ℓ/2 has image −q at −h − ℓ/2; the charge −q at h − ℓ/2 has image +q at −h + ℓ/2. The positive image charge is the upper one, so the image dipole points the same way as the real one. The images form an identical layer a distance 2h below.

To find their field, first consider a square lattice of charges q in the plane z = 0. Its charge density has the Fourier coefficient q/a² for every reciprocal lattice vector **G**. Away from the plane the potential obeys Laplace's equation, so a component with G ≠ 0 varies as exp(−G|z|). If its amplitude is c_G, the jump of the normal field across the plane requires

2Gc_G = q/(ε₀a²), so c_G = q/(2ε₀a²G).

A dipole layer is the difference of two such charge lattices displaced by ℓ. For small ℓ its potential is −ℓ∂/∂z of the charge-lattice potential. Above the layer the component at **G** is therefore [p/(2ε₀a²)]exp(−Gz), and a further −∂/∂z gives the normal field. Directly above a lattice site all phase factors equal 1:

E_z = [p/(2ε₀a²)] Σ_G G exp(−Gz).

The term G = 0 gives no field, since a uniform dipole layer has none outside. Put z = 2h and G = g/a:

E_image = Tp/(4πε₀a³),

T = Σ_g 2πg exp(−2gh/a).

This field supports the moment, so S is replaced by S − T:

p₀/p = 1 + α'(S − T)/a³.

The leading terms have g = 2π, so T falls approximately as exp(−4πh/a). For h = 2.0 Å, T = 0.327 and the factor is 1.68. For h = 1.5 Å, T = 1.749 and it is 1.57. Fields from different image dipoles largely cancel when h is comparable with a, but the cancellation weakens rapidly as the image plane approaches. At such distances a sharp image plane is itself an approximation.

These factors refer to the p₀ defined in the problem, which is free of any image field. An isolated unit on the conductor also feels its own image, a dipole at distance 2h on its axis, with field 2p/[4πε₀(2h)³]. Its moment is therefore

p₁ = p₀/[1 − α'/(4h³)],

which is 1.19p₀ for h = 2.0 Å and 1.59p₀ for h = 1.5 Å. The expression diverges at h ≈ 1.08 Å, where the point-dipole image model fails for an isolated unit. In the layer it fails at a somewhat larger height: at h ≈ 1.17 Å a checkerboard pattern of alternating normal moments becomes unstable. Relative to p₁, the moment in the layer is smaller by factors of 1.99 and 2.49. Images thus raise the moment in the layer, but they raise that of an isolated unit more.

The other corrections below are each applied alone to the original model.

- A dipole length of 1 Å, with the field taken at the midpoint, replaces r³ by (r² + ℓ²/4)^(3/2). The factor becomes 1.70. Taking the coupling instead from the Coulomb energy of two such charge pairs, which averages the field over the length of the dipole, gives 1.69.

- With 10% of the sites vacant at random, simulated layers give 1.63. The mean-field estimate, 1 + 0.9x, agrees with this.

- Random in-plane displacements of 0.3 Å rms per axis give 1.73. For independent displacements of variance σ² per axis, the mean of r⁻³ rises to leading order by σ²∇²r⁻³ = 9σ²r⁻⁵, so the average depolarising interaction is stronger.

- A cubic term γE³/6 in the induced moment has the ratio γE²/(6α) to the linear term αE. For a rough γ of 10⁴ atomic units this is 3 × 10⁻⁴. A polar unit also has a quadratic term βE²/2, with the ratio βE/(2α) to the linear term. For a rough β of 20 atomic units this is 7 × 10⁻⁴, larger than the cubic term but still small.

- If the whole step of 0.690 V were dropped across a 50 nm film, the extra field would be 0.14 MV/cm, about 1% of the local field.

**Relation to a real contact**

The parameters are round values for a dense layer of small polar molecules, for which spacings of roughly 4 to 5 Å and polarisability volumes of a few Å³ are reasonable. The 4 Å spacing is at the dense end, and the step of 0.69 eV is a model result for the chosen p₀. A real surface breaks the assumption of a perfect flat array. Within the model, the vacancies and displacements considered above move the factor between 1.63 and 1.73, while a close image plane can lower it to 1.57 when p₀ excludes the unit's own image; relative to an isolated unit on the conductor, the factor rises instead. Upright molecules whose length is comparable with the spacing are not point dipoles either. Their charge is spread along the normal, which can weaken the coupling between near neighbours, so the point-dipole factor may be too large for them. Height variations, a polarisable film deposited on top, and changes in bonding with coverage are not included; they would have to be calculated for the particular interface. The numerical output below lists the inputs and the main results.

Calculated quantities

```
lattice spacing a = 4.0 angstrom
polarisability volume = 5.0 angstrom^3
isolated normal moment p0 = 0.50 D
temperature = 298 K
N=1: direct sum 5.4142, integral 3.7712, correction -0.1746, S 9.0109
N=1: factor p0/p = 1.7040
N=2: direct sum 6.8065, integral 2.2627, correction -0.0377, S 9.0316
N=2: factor p0/p = 1.7056
N=10: direct sum 8.4954, integral 0.5387, correction -0.0005, S 9.0336
N=10: factor p0/p = 1.7058
S, N=100 = 9.033622
S from zeta functions = 9.033622
alpha/a^3 = 0.078125
x = 0.7058
depolarisation factor p0/p = 1.7058
remaining fraction p/p0 = 0.5863
wrong first-order fraction 1-x = 0.2942
nearest neighbours only, p0/p = 1.3125
spacing 5 angstrom, p0/p = 1.3613
17x17 patch centre, p0/p = 1.6566
33x33 patch centre, p0/p = 1.6798
patches extrapolated, p0/p = 1.7045
in-plane formula, p/p0 = 1.5453
in-plane patches extrapolated, p/p0 = 1.5468
moment in the layer p = 0.2931 D
local field magnitude = 12.40 MV/cm
step without depolarisation = 1.177 eV
step with depolarisation = 0.690 eV
energy per site = 6.46 meV
thermal energy kT = 25.68 meV
image plane 2.0 angstrom below: T = 0.327, p0/p = 1.680
image plane 1.5 angstrom below: T = 1.749, p0/p = 1.569
dipole length 1.0 angstrom: p0/p = 1.697
vacancies 10 %: p0/p = 1.633
displacements 0.3 angstrom rms per axis: p0/p = 1.726
rough hyperpolarisability = 10000 atomic units
nonlinear/linear induced moment = 2.9e-04
film thickness = 50 nm
macroscopic film field = 0.138 MV/cm
film field/local field = 1.11 %
```
